**Optimum cooling bias of an NIS contact**

The program tests that the heat current out of a normal metal, tunnelling into a superconductor of gap Δ, peaks at eV = Δ − u₀kT with u₀ = 0.6645 in the limit kT ≪ Δ. Here V is the bias, T the electron temperature of the normal metal, and `tau` = kT/Δ. It evaluates the heat integral directly from its definition and asserts that the maximum, extrapolated to zero temperature, agrees with the root of the Fermi-integral condition. It also asserts the linear correction −0.538 kT/Δ, the low-temperature power and current formulas, and a single maximum in a bias scan at kT/Δ = 0.05. Further assertions show that the superconductor's temperature leaves the optimum bias unchanged at fixed gap, and that a self-cooled island is coldest at the optimum for its own final temperature. For Δ = 0.20 meV, R = 1 kΩ and 0.30 K, the output gives an optimum of 184.4 µV and a cooling power of 1.20 pW. A gold island of 0.2 µm³, with a rough electron-phonon coupling, cools from 0.30 K to 0.224 K in this model. The last lines size subgap leakage, Andreev heating, an overheated superconductor and the thermal reduction of the gap.

## Program and output

```python
"""
Optimum cooling bias of a normal-insulator-superconductor (NIS) contact.

Result under test: for kT << gap, the heat current out of the normal metal,
  P = 1/(e^2 R) * Integral N_S(E) (E - eV) [f_N(E - eV) - f_S(E)] dE,
is largest at eV = gap - u0*kT, where u0 (about 0.66) solves
  u = F_{-1/2}(-u) / (2 F_{-3/2}(-u)),   F_j(eta) = -Li_{j+1}(-exp(eta)).
The first correction is u_opt = u0 - c*tau with tau = kT/gap.

Reduced units: energies in units of the gap, v = eV/gap, tN and tS = kT/gap
of the normal metal and the superconductor, power in gap^2/(e^2 R), current
in gap/(e R). depth u = (gap - eV)/(kT of the normal metal).
gamma = Dynes broadening/gap (zero for an ideal BCS superconductor).
"""
import numpy as np
from mpmath import polylog
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

ROOT_PI = np.sqrt(np.pi)


# ---------- direct evaluation from the definition ----------
def panel_rule(upper, count):
    """Composite Gauss-Legendre nodes and weights on (0, upper)."""
    x, w = np.polynomial.legendre.leggauss(12)
    half = upper / count / 2
    centres = (2 * np.arange(count) + 1) * half
    return (centres[:, None] + half * x).ravel(), np.tile(half * w, count)


# |E| = 1 - s^2 below the gap and 1 + s^2 above it: removes the singularity
s_in, w_in = panel_rule(1.0, 100)
s_out, w_out = panel_rule(2.5, 250)
OFFSET = np.concatenate([-s_in**2, s_out**2])
WEIGHT = np.concatenate([2 * s_in * w_in, 2 * s_out * w_out])


def tunnel_integral(moment, v, tN, tS, gamma=0.0):
    """moment 0: electric current; moment 1: heat current out of N."""
    ig = 1j * gamma
    density = np.abs(np.real(
        (1 + OFFSET + ig) / np.sqrt((OFFSET + ig) * (2 + OFFSET + ig))))
    total = 0.0
    for sign in (1, -1):
        energy = sign * (1 + OFFSET)
        occupation = expit(-(energy - v) / tN) - expit(-energy / tS)
        total += np.sum(WEIGHT * density * occupation * (energy - v)**moment)
    return total


def best_depth(tN, tS, gamma=0.0, shunt=0.0):
    """Depth u of maximum cooling; shunt*v^2 is an optional extra heat."""
    def loss(u):
        v = 1 - u * tN
        return -(tunnel_integral(1, v, tN, tS, gamma) - shunt * v**2) / tN**1.5
    return minimize_scalar(loss, bounds=(-0.5, 2.5), method="bounded",
                           options={"xatol": 1e-9}).x


# ---------- derived low-temperature formulas ----------
def fermi(j, eta):
    return -float(polylog(j + 1, -float(np.exp(eta))).real)


def g_curve(u):
    return ROOT_PI * (fermi(0.5, -u) / 2 + u * fermi(-0.5, -u))


def h_curve(u):
    return ROOT_PI * (0.75 * fermi(1.5, -u) + 0.5 * u * fermi(0.5, -u))


def root_side(u):
    return fermi(-0.5, -u) / (2 * fermi(-1.5, -u))


u0 = brentq(lambda u: u - root_side(u), 0.3, 1.2, xtol=1e-13)
g_second = ROOT_PI * (u0 * fermi(-2.5, -u0) - 1.5 * fermi(-1.5, -u0))
slope_c = 3 * g_curve(u0) / (8 * abs(g_second))
power_coef = g_curve(u0) / np.sqrt(2)
current_coef = ROOT_PI * fermi(-0.5, -u0) / np.sqrt(2)

# ---------- tests ----------
# Optimum of the full integral, extrapolated to zero temperature
taus = np.array([0.005, 0.01, 0.02])
depths = np.array([best_depth(t, t) for t in taus])
fit = np.polyfit(taus, depths, 2)
assert abs(fit[2] - u0) < 1e-4
assert abs(fit[1] + slope_c) < 5e-3
assert abs(u0 - 0.66) < 0.01

# Power and current against the expansion, on both sides of the gap
t = 0.005
for u in (-1.0, 0.0, u0, 2.0):
    v = 1 - u * t
    power_scaled = tunnel_integral(1, v, t, t) * np.sqrt(2) / t**1.5
    assert abs(power_scaled - g_curve(u) - 0.75 * t * h_curve(u)) < 2e-4
    current_scaled = tunnel_integral(0, v, t, t) * np.sqrt(2 / t)
    expected = ROOT_PI * (fermi(-0.5, -u) + 0.375 * t * fermi(0.5, -u))
    assert abs(current_scaled - expected) < 2e-4

# One maximum only: monotone root condition, and a scan of the full integral
sides = np.array([root_side(u) for u in np.linspace(0, 8, 81)])
assert np.all(np.diff(sides) < 0) and sides[-1] > 0.5
scan = np.array([tunnel_integral(1, v, 0.05, 0.05)
                 for v in np.linspace(0.1, 2.0, 400)])
assert np.count_nonzero(np.diff(np.sign(np.diff(scan)))) == 1

# ---------- worked example ----------
k_eV = constants.k / constants.e          # eV/K
gap_eV = 0.20e-3
resistance = 1000.0                       # ohm
bath = 0.30                               # K
hot_S = 0.45                              # K, assumed overheated superconductor
coupling = 2.0e-9                         # W/(um^3 K^5), rough value for gold
volume = 0.2                              # um^3
gamma_leak = 1e-4                         # assumed Dynes broadening/gap
sheet = 0.5                               # ohm, assumed film sheet resistance
power_unit = gap_eV**2 / resistance       # W
current_unit = gap_eV / resistance        # A

tau = k_eV * bath / gap_eV
tau_hot = k_eV * hot_S / gap_eV
u_example = best_depth(tau, tau)
v_example = 1 - u_example * tau
p_example = tunnel_integral(1, v_example, tau, tau)
i_example = tunnel_integral(0, v_example, tau, tau)

# Superconductor temperature changes the power but not the optimum bias
u_hot = best_depth(tau, tau_hot)
p_hot = tunnel_integral(1, v_example, tau, tau_hot)
assert abs(u_hot - u_example) < 1e-5
assert p_hot < 0.95 * p_example


# Electron temperature from the balance of cooling and phonon heating
def electron_temperature(v):
    def surplus(T):
        cooling = power_unit * tunnel_integral(1, v, k_eV * T / gap_eV, tau)
        return (cooling - coupling * volume * (bath**5 - T**5)) * 1e12
    return brentq(surplus, 0.02, bath, xtol=1e-12)


coldest = minimize_scalar(electron_temperature, bounds=(0.8, 1.0),
                          method="bounded", options={"xatol": 1e-8})
T_cold, v_cold = coldest.fun, coldest.x
tau_cold = k_eV * T_cold / gap_eV
u_cold = (1 - v_cold) / tau_cold
assert abs(u_cold - best_depth(tau_cold, tau)) < 1e-3
assert abs((1 - v_cold) / tau - u_example) > 0.02   # bath scale would fail


def bcs_gap(t_reduced):
    """Weak-coupling gap at temperature kT/gap(0), relative to gap(0)."""
    def equation(gap):
        integral = quad(lambda a: expit(-gap * np.cosh(a) / t_reduced), 0, 10)
        return np.log(gap) + 2 * integral[0]
    return brentq(equation, 0.5, 1.0)


shunt = sheet / resistance
u_leak = best_depth(tau, tau, gamma=gamma_leak)
p_leak = tunnel_integral(1, 1 - u_leak * tau, tau, tau, gamma_leak)
u_andreev = best_depth(tau, tau, shunt=shunt)

# ---------- output ----------
print("LOW-TEMPERATURE LIMIT (dimensionless)")
print(f"optimum depth u0 = (gap-eV)/kT: {u0:.5f}")
print(f"full integral extrapolated to T=0: {fit[2]:.5f}")
print(f"bracket of the root: 0.5 to {root_side(0.0):.4f}")
print(f"F_1/2(-u0), F_-1/2(-u0): {fermi(.5,-u0):.5f}, {fermi(-.5,-u0):.5f}")
print(f"F_-3/2(-u0), F_-5/2(-u0): {fermi(-1.5,-u0):.5f}, {fermi(-2.5,-u0):.5f}")
print(f"g(u0), g''(u0): {g_curve(u0):.5f}, {g_second:.5f}")
print(f"peak power coefficient g(u0)/sqrt2: {power_coef:.4f}")
print(f"current coefficient at u0: {current_coef:.4f}")
print(f"efficiency/(kT/gap), leading order: {power_coef/current_coef:.4f}")
print(f"correction c in u0 - c*kT/gap: {slope_c:.4f}")
print(f"same c from the full integral: {-fit[1]:.4f}")
print(f"g(0)/g(u0), bias exactly at gap: {g_curve(0.0)/g_curve(u0):.4f}")
print("EXAMPLE INPUTS")
print(f"gap: {gap_eV*1e3:.2f} meV; resistance: {resistance:.0f} ohm")
print(f"bath temperature: {bath:.2f} K; kT: {k_eV*bath*1e6:.2f} ueV")
print(f"kT/gap: {tau:.4f}; gap^2/(e^2 R): {power_unit*1e12:.1f} pW")
print(f"gold coupling (rough): {coupling*1e9:.1f} nW/(um^3 K^5)")
print(f"island volume: {volume:.1f} um^3")
print("ELECTRONS HELD AT BATH TEMPERATURE")
print(f"leading-order optimum bias: {gap_eV*(1-u0*tau)*1e6:.2f} uV")
print(f"with linear correction: {gap_eV*(1-(u0-slope_c*tau)*tau)*1e6:.2f} uV")
print(f"full-integral optimum bias: {gap_eV*v_example*1e6:.2f} uV")
print(f"full-integral depth: {u_example:.4f} kT")
print(f"leading-order peak power: {power_unit*power_coef*tau**1.5*1e12:.3f} pW")
print(f"full-integral peak power: {power_unit*p_example*1e12:.3f} pW")
p_simple = tunnel_integral(1, 1 - u0 * tau, tau, tau)
print(f"power lost by using u0 as depth: {100*(1-p_simple/p_example):.3f} %")
print(f"current at optimum: {current_unit*i_example*1e9:.2f} nA")
joule = power_unit * i_example * v_example
print(f"electrical power IV: {joule*1e12:.2f} pW")
print(f"heat into superconductor: {(joule+power_unit*p_example)*1e12:.2f} pW")
print(f"efficiency P/(IV): {100*p_example/(i_example*v_example):.2f} %")
print("T (K), full depth (kT), linear formula (kT), bias (uV), power (pW)")
for T in (0.05, 0.10, 0.20, 0.30):
    tt = k_eV * T / gap_eV
    ut = best_depth(tt, tt)
    pt = power_unit * tunnel_integral(1, 1 - ut * tt, tt, tt) * 1e12
    print(f"{T:.2f}  {ut:.4f}  {u0-slope_c*tt:.4f}  "
          f"{gap_eV*(1-ut*tt)*1e6:.2f}  {pt:.4f}")
print("SELF-COOLED GOLD ISLAND, SUPERCONDUCTOR AT BATH TEMPERATURE")
print(f"lowest electron temperature: {T_cold:.4f} K")
print(f"bias for it: {gap_eV*v_cold*1e6:.2f} uV")
print(f"depth in kT of electrons: {u_cold:.4f}")
print(f"depth in kT of bath: {(1-v_cold)/tau:.4f}")
print("NEGLECTED EFFECTS AT BATH TEMPERATURE")
print(f"Dynes broadening/gap: {gamma_leak:.0e}; depth shift: "
      f"{u_leak-u_example:+.4f} kT")
print(f"power change by leakage: {100*(p_leak/p_example-1):+.2f} %")
print(f"sheet resistance: {sheet:.1f} ohm; Andreev heat/peak power: "
      f"{100*shunt*v_example**2/p_example:.2f} %")
print(f"depth shift by Andreev heat: {u_andreev-u_example:+.4f} kT")
print(f"superconductor at {hot_S:.2f} K, power left: {100*p_hot/p_example:.1f} %")
print(f"depth shift at fixed gap: {abs(u_hot-u_example):.5f} kT")
for T, tr in ((bath, tau), (hot_S, tau_hot)):
    print(f"gap reduction at {T:.2f} K: {gap_eV*(1-bcs_gap(tr))*1e6:.3f} ueV")
print("all tests passed")
```

Output:

```
LOW-TEMPERATURE LIMIT (dimensionless)
optimum depth u0 = (gap-eV)/kT: 0.66454
full integral extrapolated to T=0: 0.66454
bracket of the root: 0.5 to 0.7957
F_1/2(-u0), F_-1/2(-u0): 0.44070, 0.38191
F_-3/2(-u0), F_-5/2(-u0): 0.28735, 0.15147
g(u0), g''(u0): 0.84040, -0.58556
peak power coefficient g(u0)/sqrt2: 0.5942
current coefficient at u0: 0.4787
efficiency/(kT/gap), leading order: 1.2415
correction c in u0 - c*kT/gap: 0.5382
same c from the full integral: 0.5380
g(0)/g(u0), bias exactly at gap: 0.8069
EXAMPLE INPUTS
gap: 0.20 meV; resistance: 1000 ohm
bath temperature: 0.30 K; kT: 25.85 ueV
kT/gap: 0.1293; gap^2/(e^2 R): 40.0 pW
gold coupling (rough): 2.0 nW/(um^3 K^5)
island volume: 0.2 um^3
ELECTRONS HELD AT BATH TEMPERATURE
leading-order optimum bias: 182.82 uV
with linear correction: 184.62 uV
full-integral optimum bias: 184.42 uV
full-integral depth: 0.6026 kT
leading-order peak power: 1.105 pW
full-integral peak power: 1.196 pW
power lost by using u0 as depth: 0.130 %
current at optimum: 38.00 nA
electrical power IV: 7.01 pW
heat into superconductor: 8.20 pW
efficiency P/(IV): 17.06 %
T (K), full depth (kT), linear formula (kT), bias (uV), power (pW)
0.05  0.6532  0.6529  197.19  0.0764
0.10  0.6423  0.6414  194.47  0.2198
0.20  0.6217  0.6182  189.29  0.6410
0.30  0.6026  0.5950  184.42  1.1959
SELF-COOLED GOLD ISLAND, SUPERCONDUCTOR AT BATH TEMPERATURE
lowest electron temperature: 0.2238 K
bias for it: 188.10 uV
depth in kT of electrons: 0.6170
depth in kT of bath: 0.4604
NEGLECTED EFFECTS AT BATH TEMPERATURE
Dynes broadening/gap: 1e-04; depth shift: +0.0014 kT
power change by leakage: -0.24 %
sheet resistance: 0.5 ohm; Andreev heat/peak power: 1.42 %
depth shift by Andreev heat: +0.0058 kT
superconductor at 0.45 K, power left: 76.4 %
depth shift at fixed gap: 0.00000 kT
gap reduction at 0.30 K: 0.078 ueV
gap reduction at 0.45 K: 1.279 ueV
all tests passed
```
